Why rectification survives threefold symmetry without a Berry curvature dipole

A calculation of the rectified current in a two-dimensional crystal starts with a decision: is the band structure enough, or must the collision integral be worked out as well? The Berry curvature dipole needs little more than bands and one relaxation time. If the crystal has a threefold axis, however, that calculation returns zero, and the zero says nothing about the total current. Gapped graphene with trigonal warping shows what remains.

**What symmetry removes**

Let the electron charge be −e. Between collisions ħ dk/dt = −eE, and the Berry curvature Ω along the normal ẑ adds (e/ħ) E×ẑΩ to the velocity. With one relaxation time τ, the first-order distribution is f1 = (eτ/ħ) E·∂f0, where ∂ is the gradient in k. Inserting it in j = −e∫f1 (e/ħ)E×ẑΩ and integrating by parts gives

j_dip = (e³τ/ħ²)(E·D)(E×ẑ),  D = ∫f0 ∂Ω.

Here and below ∫ denotes d²k/(2π)² with sums over spin and, for totals, over valleys. Time reversal makes Ω odd in k and its gradient even, so D may be finite in a nonmagnetic crystal. But D is a vector in the plane. A rotation by 120° leaves f0 and Ω unchanged and must leave D unchanged too, so D = 0. In graphene the rotation maps each valley to itself, and the dipole vanishes in each valley separately.

The full second-order current has more freedom. Write J = jx+ijy and 𝓔 = Ex+iEy, with a star for complex conjugation. The rotation multiplies J and 𝓔 by η = exp(2πi/3). The products 𝓔², |𝓔|² and 𝓔*² acquire η², 1 and η⁻² = η. The last one matches J, so

J = χ𝓔*²

is allowed, with two real constants in χ. Its power density is j·E = Re(χ𝓔*³), which varies sinusoidally with three times the field angle, with a phase set by χ. The dipole current is normal to E for every field direction, so it could take this form only with χ = 0. The allowed current must have another origin.

**Why warping alone is not enough**

Let w(k'←k) be the scattering rate and L the collision operator:

Lf(k) = Σ_k' [w(k'←k)f(k) − w(k←k')f(k')].

The steady Boltzmann equation, order by order in E, reads

Lf1 = (e/ħ)E·∂f0 = e f0' E·v,  Lf2 = (e/ħ)E·∂f1,

with f0' = df0/dε. Define Λ = L⁻¹v and Λ̃ = (Lᵀ)⁻¹v. Elastic collisions do not relax a function of energy alone. This leaves an ambiguity in L⁻¹, but such a function carries no current; it represents Joule heating. Moving L⁻¹ from f2 onto v and integrating by parts,

j_a = −e∫v_a f2 = −(e²/ħ)∫Λ̃_a E·∂f1 = (e³/ħ)E_bE_c∫f0' Λ_c ∂_bΛ̃_a.

Time reversal demands w(k'←k) = w(−k←−k'), where −k lies in the other valley. Since L gives zero on a function of energy alone, the total rates into and out of a state are equal. Reversing all momenta therefore turns L into Lᵀ. Since v is odd, Λ̃(k) = −Λ(−k).

If w is symmetric under exchange of initial and final states, L = Lᵀ and Λ̃ = Λ. Then Λ is odd, its derivative is even, and the integrand is odd: the sum over both valleys vanishes, although one valley alone may rectify. A part of w that is antisymmetric under the exchange, called skew scattering, lifts this cancellation.

**The model and a variable that removes the warping**

Valley s = ±1 has diagonal energies ±Δ, with Δ > 0, and off-diagonal element

ħv[s k_(−s) − μ k_s²],  k_± = kx ± iky.

The length μ measures the warping. Take s = +1 and let k mean kx+iky. The element is ħvK*, with

K = k − μk*².

In terms of K this is the isotropic massive Dirac Hamiltonian, with ε = √(Δ²+(ħv)²|K|²). The Jacobian of the change from k to K is 1−4μ²|k|², so to first order in μ areas are unchanged. For impurities without momentum dependence, the collision operator in K is then the isotropic one. Warping enters through the velocity and the field derivative.

Let x = Δ/ε, let φ be the angle of K, and let ν = ε/(2π(ħv)²) be the density of states per valley and spin. The upper-band spinor is (c, d e^{iφ}) with c² = (1+x)/2 and d² = (1−x)/2. For scattering by an angle θ the squared overlap is

|c²+d²e^{iθ}|² = (1+x²)/2 + [(1−x²)/2]cosθ.

Impurities of density n_i and strength V0 scatter within a valley. With G = 2πn_iV0²/ħ, the golden rule gives the total rate and the momentum relaxation rate:

1/τ2 = Gν(1+x²)/2,
1/τ1 = Gν[(1+x²)/2 − (1−x²)/4] = Gν(1+3x²)/4.

The total rate also relaxes the second angular harmonic, because the overlap contains no such harmonic to feed it back.

Skew scattering comes from interference between single and double scattering at one impurity. The second-order amplitude contains −iπδ(ε−ε_q), and Σ_q δ(ε−ε_q)|q⟩⟨q| = ν(1+xσz)/2. The antisymmetric part of the squared amplitude is thus

2πV0³ Im[⟨k|k'⟩(νx/2)⟨k'|σz|k⟩]
= πV0³νx Im[(c²+d²e^{iθ})(c²−d²e^{−iθ})]
= 2πV0³νx c²d² sinθ = (π/2)V0³νx(1−x²)sinθ.

Multiplication by 2πn_i/ħ turns this into a rate. The average of sinθ e^{−iθ} over angles is −i/2, and the in-scattering term enters L with a minus sign. On e^{iφ}, L therefore has the eigenvalue 1/τ1+iω, with

ω = (π/4)GV0ν²x(1−x²).

For V0 > 0 the momentum distribution is turned counterclockwise in this valley and clockwise in the other. The symmetric correction of order V0³ is dropped.

**Solving for the current**

The complex velocity is V = vx+ivy = (2/ħ)∂ε/∂k*. By the chain rule, to first order in μ,

V = (ħv²/ε)(K − 2μK*²).

Applying L⁻¹ to the two harmonics gives

Λ = aK − 2μbK*²,  a = ħv²/[ε(1/τ1+iω)],  b = ħv²τ2/ε.

For Λ̃, a is replaced by a*. In complex form, f1 = e f0' Re(𝓔*Λ) and E·∂ = 𝓔∂/∂k + 𝓔*∂/∂k*. The part proportional to 𝓔*² is

χ₊ = (e³/2ħ)∫f0' Λ ∂Λ̃/∂k*.

Let ρ = |K|² and let primes on a and b denote d/dρ. Since ∂/∂k* = ∂/∂K* − 2μK*∂/∂K to this order,

∂Λ̃/∂k* = a*'K² − 2μK*(2b+ρb'+a*+ρa*').

After multiplication by Λ and averaging over φ, two terms survive: aK times the second part, and −2μbK*² times the first. Together they give −2μρS, with

S = a(2b+ρb'+a*+ρa*') + bρa*'.

At zero temperature f0' = −δ(ε−ε_F), and the spin factor is 2, so

χ₊ = (2e³μνρ/ħ)S.

The mirror x→−x exchanges the valleys and sends J to −J*, 𝓔 to −𝓔*. Hence χ₋ = −χ₊*. The real parts cancel and the imaginary parts add:

J = iX𝓔*²,  X = 2 Im χ₊,
jx = 2X ExEy,  jy = X(Ex²−Ey²).

A field along x drives a current along y. This happens to be transverse, but for a general field angle φ_E the power density is X|E|³ sin3φ_E, which no dipole current can have.

To first order in ω write a = a_r−ia_i. Then

Im S = −a_i(2b+ρb'+a_r+ρa_r') + a_r(a_i+ρa_i') + bρa_i'.   (1)

Put y = (ε_F/Δ)², t = y−1, A = (ħv)⁴/(n_iV0²Δ²) and B = 2V0ΔA/(ħv)². Inserting Gν = n_iV0²ε/(ħ(ħv)²) gives

a_r = 4A/(y+3),  b = 2A/(y+1),
ωτ1 = V0Δt/[2(ħv)²(y+3)],  a_i = a_rωτ1 = Bt/(y+3)².

Because (ħv)²ρ = Δ²t, the operator ρd/dρ equals t d/dy:

ρb' = −2At/(y+1)²,  ρa_r' = −4At/(y+3)²,
ρa_i' = Bt(5−y)/(y+3)³.

The products a_ia_r in (1) cancel. Over the common denominator,

Im S = ABtN/[(y+1)²(y+3)⁴],
N = (y+3)²[−4(y+1)+2(y−1)] + 4(y−1)(y+1)² + (5−y)(6y+10)(y+1).

The three pieces of N expand to

−2y³−18y²−54y−54,
4y³+4y²−4y−4,
−6y³+14y²+70y+50.

Their sum is −4y³+12y−8 = −4(y−1)²(y+2). With νρ = ε_FΔ²t/(2π(ħv)⁴), the final result is

X = −[16e³μ(ħv)²/(πħn_i²V0³)] R(y),
R = √y (y−1)⁴(y+2)/[(y+1)²(y+3)⁴].

This holds to leading order in μ and in the skew angle ωτ1, for short-range impurities and a Fermi level in the conduction band.

**Reading the formula**

Near the band edge R ≈ 3(y−1)⁴/1024. One factor y−1 comes from ρ and one from the skew angle; the other two come from cancellation in N. A picture with a constant skew angle misses this: if a_r = b = A and a_i is held constant, all derivatives drop out and Im S = −2a_iA, with no cancellation. The growth of the skew angle with energy is essential to the answer.

If Δ is reduced at fixed ε_F, y grows, R tends to y^(−1/2) = Δ/ε_F, and X vanishes linearly with the gap. Reversing the sign of Δ, which exchanges the two sublattice energies, reverses ω and therefore X. To the order kept here, so does reversing V0. At fixed n_iV0², and hence fixed τ1, X is proportional to V0. Changing n_i alone changes X as 1/n_i², whereas the dipole current, where symmetry permits it, goes as 1/n_i in the relaxation-time estimate. At fixed temperature and Fermi energy this difference separates single-impurity skew scattering from currents of order τ. It does not by itself identify the threefold effect: side-jump and pair-scattering corrections to X also go as 1/n_i, and skew currents from broken threefold symmetry also go as 1/n_i².

**A numerical case**

Take Δ = 30 meV, ε_F = 80 meV, ħv = 0.658 eV nm, n_i = 3×10¹¹ cm⁻² = 0.003 nm⁻² and V0 = 2 eV nm². The nearest-neighbour lattice gives μ = 0.0355 nm. Then y = 7.11, τ1 = 0.84 ps and ωτ1 = 0.042. The factors of X are

(16/π)(0.0355)(0.658)²/[(0.003)²(2)³] ≈ 1090 nm/eV,
e²/ħ = 2.43×10⁻⁴ A/V,  R = 0.0493.

Their product, with the minus sign, is X = −0.0131 A nm/V². A static field of 10 V/cm = 10⁻⁶ V/nm along x drives

jy = −0.0131×10⁻¹² A/nm = −13 pA/μm.

The linear current is 6.8 μA/μm, about half a million times larger. In a slow ac field of the same amplitude the mean square is halved, and the dc part is −6.5 pA/μm.

These results were tested against a direct solution of the second-order Boltzmann equation, using numerical spinors on the warped energy contours, without the variable K or the transposed operator. At kT = 2 meV and with the skew rate reduced tenfold, the rescaled solution gives −0.01303 A nm/V², as does the thermally averaged formula. With the full skew rate it gives −0.01305. At ε_F = 45 meV and kT = 0.7 meV, where the term −2a_ib alone is 13 times the sum, the two values are −0.0005275 and −0.0005274.

The same solution shows the valley cancellation. Without skew scattering, one valley has jx/Ex² = 0.24 A nm/V², some 19 times |X|. Adding the other valley reduces this to rounding error.

With the other parameters fixed, |X| is largest at ε_F/Δ = 5.5, where it reaches 0.029 A nm/V².

**How slow the field must be**

The static value fails at unexpectedly low frequency. For a linearly polarized field of angular frequency Ω (in this section Ω is not the Berry curvature), the first-order response in phase with the field has 1/γ replaced by γ/(γ²+Ω²), where γ = 1/τ1+iω. The second step, which gives the dc current, keeps its static operators. Expanding in ω, the factors from the first step in (1) change as follows, with u = (Ωτ1)²:

a_i → a_i(1−u)/(1+u)²,
a_r → a_r/(1+u),
b → b/[1+(Ωτ2)²].

These replacements apply to the a_i, a_r and b standing in front of the three terms of (1). In units of AB the static terms are −0.0277, +0.0187 and −0.0031, with sum −0.0121. At 100 GHz, Ωτ1 = 0.53 and Ωτ2 = 0.33, and the three factors are 0.45, 0.78 and 0.90. The terms become −0.0123, +0.0147 and −0.0028, which nearly cancel: about 4% of the static current is left. The direct kinetic solution gives 4.6% at 100 GHz and 98.5% at 10 GHz.

For Ωτ1 ≫ 1 the first factor tends to −1/u and the second to 1/u. The first two terms are then both positive and outweigh the third, so the current has the opposite sign to the static one and falls as 1/Ω². A terahertz rectifier with these parameters cannot be sized from the static X.

**Real graphene and the limits of the estimate**

The parameters are roughly those of clean graphene aligned on boron nitride, where gaps of some tens of meV and low-temperature mobilities near 10⁵ cm²/Vs are reasonable; here the mobility is 1.0×10⁵ cm²/Vs. The impurity strength is a model choice. Real devices also contain charged impurities and strain, and the moiré potential of the aligned layers changes the bands at higher energy, so the maximum at ε_F/Δ = 5.5, or 165 meV, should not be taken over to such a device without a new band calculation.

The threefold symmetry itself can also be broken. A tilt of the cone by 1% of v, opposite in the two valleys, gives D = 0.013 nm. With τ1 as relaxation time, the dipole current per squared field is at most 0.0039 A nm/V², about 30% of |X|. Without the tilt, the computed dipole is zero to rounding. The tilt also gives skew scattering a new current of its own. For a field along the tilt, the same impurity model gives an extra transverse current per squared field of about 0.08 to 0.09 A nm/V², six to seven times |X|. The range arises because, once the threefold symmetry is broken, the way Joule heat is removed enters the current: the lower value is for removal uniform along the Fermi contour, the upper for removal in proportion to the elastic rate. The size of a measured current therefore does not identify the threefold effect. Its angular dependence can: to first order in the tilt, the extra currents add to j·E only terms that vary with the field angle as sinφ_E or cosφ_E, while X remains the coefficient of sin3φ_E.

The scattering model limits the accuracy more than temperature does. Thermal smearing at 77 K lowers |X| by about 1% at fixed chemical potential and by about 4% at fixed electron density, but phonon scattering is left out. Summing repeated scattering at one impurity, with momenta cut off at the inverse impurity radius of 2 nm, reduces the skew angle to 0.90 of its lowest-order value. The relaxation times and their energy dependence change too, and together these changes raise |X| by a factor of about 1.6. This factor depends on the cutoff: it is about 2.1 for a radius of 1 nm and 1.2 for 4 nm. For attractive impurities of the same strength the higher orders lower |X| instead, so reversing V0 then changes the size of the current as well as its sign. The finite-range Born parameter V0/(πRħv), with R here the impurity radius, is 0.48, which is not small. The momentum dependence of a Gaussian potential exp(−r²/R²) with R = 2 nm and the same V0 raises |X| by about 14% at the lowest order. The side-jump angle comes from the coordinate shift in a collision. The Berry curvature times k_F divided by the mean free path is only about 4% of the skew angle, but this simple ratio is too low. Summing the shifts over all collisions, and including the change they cause in the distribution, gives about 25%. Skew scattering by pairs of impurities, likewise left out of X, adds about 11% to the skew angle if crossed scattering paths, which are of the same order in n_i, are neglected. Since X is a difference of larger terms, its relative error can exceed these figures, and 13 pA/μm is best read as an order of magnitude for a sample that keeps its threefold symmetry.

The field itself is weak enough for the expansion: eEτ1/(ħk_F) = 0.011. Tunnelling across the gap has an exponent of about 4300 and is negligible. The Joule heat is 0.68 W/cm², and the temperature it produces depends on cooling that the model does not contain. The remaining values are in the numerical output below.

Numbers as computed

```
half gap: 30 meV
Fermi energy from mid-gap: 80 meV
Dirac speed: 1e+06 m/s
hbar v: 0.6582 eV nm
lattice constant: 0.246 nm
warping length: 0.03551 nm
impurity density: 3e+11 cm^-2
impurity strength V0: 2 eV nm^2
impurity radius: 2 nm
field: 10 V/cm
Fermi wave number: 0.1127 1/nm
electron density: 4.041e+11 cm^-2
y = (Fermi energy/half gap)^2: 7.111
transport time tau1: 0.8357 ps
mobility: 1.045e+05 cm^2/Vs
skew angle omega*tau1: 0.04185 rad
X at T = 0: -0.01305 A nm/V^2
rectified j_y, static field along x: -13.05 pA/um
dc j_y, slow ac field of this amplitude: -6.526 pA/um
linear current density: 6.763 uA/um
Fermi energy/half gap at largest |X|: 5.498
largest |X|: 0.02881 A nm/V^2
first term / sum at Fermi energy: 2.437
first term / sum at 45 meV: 13.49
Kinetic solution at kT = 2 meV unless stated
X closed, thermally averaged: -0.01303 A nm/V^2
X kinetic, skew x 0.1, rescaled: -0.01303 A nm/V^2
X kinetic, full skew: -0.01305 A nm/V^2
X closed at 45 meV, kT 0.7 meV: -0.0005274 A nm/V^2
X kinetic at 45 meV, kT 0.7 meV: -0.0005275 A nm/V^2
one valley, no skew: j_x/E^2: 0.2424 A nm/V^2
two valleys, no skew, relative to one: 1.21e-13
dipole / its absolute integral, C3 kept: 3.47e-14
dipole with 1% tilt: 0.01271 nm
Sizes of neglected effects
dipole current/E^2 with 1% tilt: 0.003927 A nm/V^2
X(10 K)/X(0): 0.9997
X(77 K)/X(0), impurities only: 0.9875
X(10 GHz)/X(static): 0.9853
X(100 GHz)/X(static): 0.04557
skew angle, all Born orders / lowest: 0.8982
finite-range Born parameter V0/(pi R hbar v): 0.4836
kF times impurity radius: 0.2253
side-jump angle / skew angle: 0.04411
hbar/(Fermi energy tau1): 0.009846
warping parameter warp*kF: 0.004001
field parameter eE tau1/(hbar kF): 0.01127
tunnelling exponent pi gap^2/(hbar v eE): 4296
Joule heat: 0.6763 W/cm^2
```
